# Impact-Ionization Threshold for an Electron in Parabolic Bands: test program

```python
# Impact ionization by an electron in parabolic bands with coincident extrema.
# Result under test: the lowest primary energy that permits the process is
#     E_th = gap * (2 mu_e + mu_h) / (mu_e + mu_h),
# reached when the two final electrons and the hole share one group velocity.
# Rydberg atomic units: energy in Ry, wavevector in 1/a0, hbar = 1,
# kinetic energy k^2/mu, with mu the mass relative to the free electron.
# Energies are measured from the conduction-band minimum.
import numpy as np
from scipy.optimize import brentq, minimize
from scipy.constants import physical_constants

RY_EV = physical_constants["Rydberg constant times hc in eV"][0]
rng = np.random.default_rng(7)
X_AXIS = np.array([1.0, 0.0, 0.0])
ORIGIN = np.zeros(3)


def conduction(k, mu_e, minimum=ORIGIN):
    return np.sum((k - minimum) ** 2) / mu_e


def valence(k, mu_h, gap):
    return -gap - np.sum(k ** 2) / mu_h


def cheapest_final_state(k_primary, gap, mu_e, mu_h, minimum=ORIGIN):
    """Least primary energy demanded by any final state of the same momentum.

    All six components of the final electron wavevectors are free."""
    scale = np.sqrt(mu_e * gap)

    def demand(u):
        k1, k2 = scale * u[:3], scale * u[3:]
        k_vacancy = k1 + k2 - k_primary
        return (conduction(k1, mu_e, minimum) + conduction(k2, mu_e, minimum)
                - valence(k_vacancy, mu_h, gap)) / gap

    best = minimize(demand, rng.normal(size=6), method="BFGS",
                    options={"gtol": 1e-6})
    k1, k2 = scale * best.x[:3], scale * best.x[3:]
    return gap * best.fun, k1, k2, k1 + k2 - k_primary


def searched_threshold(gap, mu_e, mu_h, minimum=ORIGIN):
    """Primary energy and wavevector at which the process first balances."""
    scale = np.sqrt(mu_e * gap)

    def surplus(s):
        k = minimum + s * scale * X_AXIS
        need = cheapest_final_state(k, gap, mu_e, mu_h, minimum)[0]
        return (conduction(k, mu_e, minimum) - need) / gap

    s = brentq(surplus, 0.5, 3.0, xtol=1e-10)
    k = minimum + s * scale * X_AXIS
    return conduction(k, mu_e, minimum), k


def formula(gap, mu_e, mu_h):
    return gap * (2 * mu_e + mu_h) / (mu_e + mu_h)


def group_velocity(band, k, step=1e-4):
    return np.array([(band(k + step * e) - band(k - step * e)) / (2 * step)
                     for e in np.eye(3)])


# Worked example: threshold found without assuming equal velocities
gap, mu_e, mu_h = 0.1, 0.1, 0.4
total_mu = 2 * mu_e + mu_h
e_th, k_th = searched_threshold(gap, mu_e, mu_h)
assert abs(e_th / formula(gap, mu_e, mu_h) - 1) < 1e-6
_, k1, k2, k_vac = cheapest_final_state(k_th, gap, mu_e, mu_h)
v_primary = group_velocity(lambda k: conduction(k, mu_e), k_th)
v1 = group_velocity(lambda k: conduction(k, mu_e), k1)
v2 = group_velocity(lambda k: conduction(k, mu_e), k2)
v_hole = group_velocity(lambda k: valence(k, mu_h, gap), k_vac)
assert np.allclose(v1, v2, atol=1e-4) and np.allclose(v1, v_hole, atol=1e-4)
assert abs(v_primary[0] / v1[0] - total_mu / mu_e) < 1e-2

print(f"gap = {gap:.4f} Ry = {gap * RY_EV:.4f} eV")
print(f"electron mass ratio mu_e = {mu_e:.2f}, hole mass ratio mu_h = {mu_h:.2f}")
print(f"sum of final mass ratios M = {total_mu:.2f}")
print(f"threshold from search  = {e_th:.6f} Ry = {e_th * RY_EV:.4f} eV")
print(f"threshold from formula = {formula(gap, mu_e, mu_h):.6f} Ry")
print("At threshold, components along the primary wavevector:")
print(f"  primary electron k = {k_th[0]:.5f} 1/a0")
print(f"  final electrons  k = {k1[0]:.5f} and {k2[0]:.5f} 1/a0")
print(f"  hole             k = {-k_vac[0]:.5f} 1/a0")
print(f"  primary velocity = {v_primary[0]:.4f} a0 Ry/hbar")
print(f"  final electron velocities = {v1[0]:.4f}, {v2[0]:.4f} a0 Ry/hbar")
print(f"  hole velocity = {v_hole[0]:.4f} a0 Ry/hbar")
print(f"  kinetic energy of each final electron = {conduction(k1, mu_e):.6f} Ry")
print(f"  kinetic energy of hole = {-gap - valence(k_vac, mu_h, gap):.6f} Ry")

# Separation of kinetic energy into common and relative motion
masses = np.array([mu_e, mu_e, mu_h])
for _ in range(50):
    ks = rng.normal(size=(3, 3))
    direct = np.sum(np.sum(ks ** 2, axis=1) / masses)
    k_sum = ks.sum(axis=0)
    relative = 2 * ks / masses[:, None] - 2 * k_sum / total_mu
    split = (k_sum @ k_sum / total_mu
             + np.sum(masses * np.sum(relative ** 2, axis=1)) / 4)
    assert abs(direct - split) < 1e-10 * direct

# Random energy-conserving events; a and b are k1 and k2 divided by |k_primary|
count = 300000
a = rng.uniform(-1, 1, size=(count, 3))
b = rng.uniform(-1, 1, size=(count, 3))
hole = X_AXIS - a - b
q = ((1 - np.sum(a ** 2, axis=1) - np.sum(b ** 2, axis=1)) / mu_e
     - np.sum(hole ** 2, axis=1) / mu_h)
allowed = q > 0
event_energy = gap / (mu_e * q[allowed])
assert event_energy.min() >= formula(gap, mu_e, mu_h)
assert event_energy.min() < 1.15 * formula(gap, mu_e, mu_h)
print(f"random trials = {count}, energy-conserving events = {allowed.sum()}")
print(f"lowest primary energy among these events = {event_energy.min():.5f} Ry")

# A primary with energy equal to the gap cannot ionize
k_gap = np.sqrt(mu_e * gap) * X_AXIS
need = cheapest_final_state(k_gap, gap, mu_e, mu_h)[0]
assert need > conduction(k_gap, mu_e) + 1e-3
print(f"primary at E = gap: energy needed = {need:.6f} Ry, "
      f"shortfall = {need - conduction(k_gap, mu_e):.6f} Ry")

# Above threshold an event exists: opposite extra wavevectors +d and -d
for factor in (1.01, 1.5, 3.0):
    e_primary = factor * formula(gap, mu_e, mu_h)
    k_p = np.sqrt(mu_e * e_primary) * X_AXIS
    shared = k_p * mu_e / total_mu
    side = np.array([0.0, 1.0, 0.0])

    def imbalance(d):
        ka, kb = shared + d * side, shared - d * side
        return (conduction(ka, mu_e) + conduction(kb, mu_e)
                - valence(ka + kb - k_p, mu_h, gap) - e_primary)

    d_found = brentq(imbalance, 0.0, 1.0, xtol=1e-13)
    excess = e_primary * (1 - mu_e / total_mu) - gap
    assert abs(d_found - np.sqrt(mu_e * excess / 2)) < 1e-9
    if factor == 1.5:
        print(f"event above threshold: primary energy = {e_primary:.4f} Ry, "
              f"excess = {excess:.4f} Ry, d = {d_found:.5f} 1/a0")

# Dependence on the mass ratio, including equal masses and both limits
print("mu_h/mu_e, threshold/gap from search, from formula:")
for ratio in (0.01, 0.25, 1.0, 4.0, 1000.0):
    found = searched_threshold(gap, mu_e, ratio * mu_e)[0] / gap
    derived = formula(gap, mu_e, ratio * mu_e) / gap
    assert abs(found - derived) < 1e-5
    if ratio == 1.0:
        assert abs(found - 1.5) < 1e-5
    print(f"  {ratio:8.2f}  {found:.5f}  {derived:.5f}")

# Displaced conduction minimum: the coincident-extrema formula must fail
displacement = np.sqrt(mu_e * gap) * X_AXIS
e_shift, _ = searched_threshold(gap, mu_e, mu_h, displacement)
assert abs(e_shift / gap - 1) < 1e-5
assert abs(e_shift - formula(gap, mu_e, mu_h)) > 0.01
print(f"conduction minimum displaced by {displacement[0]:.4f} 1/a0: "
      f"threshold = {e_shift:.6f} Ry")

print("no test failed")
```

Output:

```
gap = 0.1000 Ry = 1.3606 eV
electron mass ratio mu_e = 0.10, hole mass ratio mu_h = 0.40
sum of final mass ratios M = 0.60
threshold from search  = 0.120000 Ry = 1.6327 eV
threshold from formula = 0.120000 Ry
At threshold, components along the primary wavevector:
  primary electron k = 0.10954 1/a0
  final electrons  k = 0.01826 and 0.01826 1/a0
  hole             k = 0.07303 1/a0
  primary velocity = 2.1909 a0 Ry/hbar
  final electron velocities = 0.3651, 0.3651 a0 Ry/hbar
  hole velocity = 0.3651 a0 Ry/hbar
  kinetic energy of each final electron = 0.003333 Ry
  kinetic energy of hole = 0.013333 Ry
random trials = 300000, energy-conserving events = 7573
lowest primary energy among these events = 0.12530 Ry
primary at E = gap: energy needed = 0.116667 Ry, shortfall = 0.016667 Ry
event above threshold: primary energy = 0.1800 Ry, excess = 0.0500 Ry, d = 0.05000 1/a0
mu_h/mu_e, threshold/gap from search, from formula:
      0.01  1.99010  1.99010
      0.25  1.80000  1.80000
      1.00  1.50000  1.50000
      4.00  1.20000  1.20000
   1000.00  1.00100  1.00100
conduction minimum displaced by 0.1000 1/a0: threshold = 0.100000 Ry
no test failed
```
